Two-colour current injection in a centrosymmetric semiconductor, derived in two ways

**Definitions and conventions**

A semiconductor is lit by a field of frequency ω and its second harmonic, both polarized along one line:

E(t) = E_ω e^(−iωt) + E_2ω e^(−2iωt) + c.c.

Here E_ω = |E_ω| e^(iφ_ω) and E_2ω = |E_2ω| e^(iφ_2ω), so the real field at ω has peak value 2|E_ω|. The relative phase is

δ = 2φ_ω − φ_2ω.

Moving the origin of time by t₀ changes φ_ω by −ωt₀ and φ_2ω by −2ωt₀, which leaves δ unchanged.

The electron charge is −e. With E = −dA/dt, the vector potential has amplitudes

A_ω = −iE_ω/ω, A_2ω = −iE_2ω/(2ω).

The electrons are independent, and the field enters through H(k + eA/ħ), where k is the wave vector. Derivatives along the field direction define

v = (1/ħ) ∂H/∂k, w = (1/ħ²) ∂²H/∂k².

The valence band v is full and the conduction band c is empty. They are non-degenerate except for spin, which gives a factor g = 2, and there is no spin-orbit coupling. The photon energy satisfies ħω < E_g < 2ħω, where E_g is the gap. Carriers then appear by one-photon absorption at 2ω or two-photon absorption at ω. No other pair of bands is taken to be resonant.

The result to be derived, to leading order in the fields, is the phase-dependent injection rate

dJ/dt = η |E_ω|² |E_2ω| sin δ, with η real.

J is the current component along the field. The rate holds for times long enough to resolve the transition energy, but short compared with scattering and with depletion of the valence band.

**First derivation: perturbation theory in the vector potential**

Expanding H(k + eA/ħ) to second order in A gives the perturbation

V(t) = eA(t) v + ½e²A(t)² w.

For a crystal Hamiltonian p²/(2m) plus a local potential, w is the number 1/m and has no interband element. In a model with a finite set of orbitals it generally has one, and it must be kept.

An electron starts in the valence state. The first-order amplitude of state n, driven by the part eA_ω v e^(−iωt), is

b_n(t) = −(i/ħ) eA_ω v_nv ∫ e^(i(E_n−E_v−ħω)t′/ħ) dt′
 = eA_ω v_nv e^(i(E_n−E_v−ħω)t/ħ) / (E_v + ħω − E_n).

The lower limit gives nothing if the field is switched on slowly. A second action of eA_ω v takes n to c. Adding the direct A² term and the one-photon term gives the total coupling that oscillates as e^(−2iωt):

W = eA_2ω v_cv + e²A_ω² T_cv,

T_cv = ½w_cv + Σ_n v_cn v_nv / (E_v + ħω − E_n).

The sum includes n = v and n = c. Since A_ω² = −E_ω²/ω², the two parts are

W₁ = −(ie/2ω) E_2ω v_cv, W₂ = −(e²/ω²) E_ω² T_cv.

Both lead to the same final state, so amplitudes are added before squaring. The golden rule gives

Γ_k = (2π/ħ) |W₁ + W₂|² δ_D(E_c − E_v − 2ħω),

where δ_D is the Dirac delta function. Its cross term contains W₁* = (ie/2ω) E_2ω* v_vc, because v is Hermitian. With X = v_vc T_cv,

2Re(W₁*W₂) = −(e³/ω³) Re(i E_ω² E_2ω* X)
 = (e³/ω³) |E_ω|² |E_2ω| Im(e^(iδ) X)
 = (e³/ω³) |E_ω|² |E_2ω| (Re X sin δ + Im X cos δ).

The second line uses Re(iz) = −Im z. The phases of the band states cancel in X, since each state appears once as a bra and once as a ket.

Symmetry now decides what survives the sum over k. Without spin-orbit coupling, time reversal means H(−k) = H(k)* in a basis of real orbitals, so the states at −k can be taken as complex conjugates of those at k. One derivative with respect to k changes sign and two do not:

v_vc(−k) = −v_vc(k)*, T_cv(−k) = T_cv(k)*, hence X(−k) = −X(k)*.

Inversion relates H(−k) to H(k) by a unitary parity operator, which gives X(−k) = −X(k). Both conditions together require X = X*. Thus X is real and odd in k, and the cosine term is absent.

A full band carries no current. Moving an electron from v to c at k therefore changes the current by −eΔ_k, with Δ_k = v_cc − v_vv. Interband coherence adds terms that oscillate or stay bounded after integration over k, and these are not part of the injection rate. In d dimensions

dJ/dt = −ge ∫ dᵈk/(2π)ᵈ Δ_k Γ_k.

The separate rates |W₁|² and |W₂|² are even in k, while Δ_k is odd, so neither colour alone injects a current. The cross term is odd, its product with Δ_k is even, and

η = −(2πg e⁴/(ħω³)) ∫ dᵈk/(2π)ᵈ Δ_k X δ_D(E_c − E_v − 2ħω).

The carrier density has no factor Δ_k, so its interference term cancels between k and −k. The relative phase steers the carriers without changing their number.

The two symmetries have separate roles. If inversion is broken but time reversal holds, Re X is still odd while Im X is even. The current keeps a pure sine and the density gains a cosine. If time reversal is broken but inversion holds, X is odd but complex. The density then stays independent of phase and the current gains a cosine. The sine law for the current is thus a consequence of time reversal, within this independent-electron treatment.

The word "sine" also depends on measuring phases from the electric field. The complex amplitudes A_ω and A_2ω have phases φ_ω − π/2 and φ_2ω − π/2, so their relative phase is δ_A = δ − π/2, and sin δ = cos δ_A. The time average of E³ is 6|E_ω|²|E_2ω| cos δ, which vanishes where the injection is strongest.

**Second derivation: states that follow the field**

This route treats a two-band chain with inversion and time reversal:

H(k) = ε(k) [cos θ(k) σ_z + sin θ(k) σ_y],

with bands ±ε, ε even and θ odd in k. The orbitals at each site have opposite parity, so symmetry allows a dipole matrix element between them. Letting the field enter only through H(k + eA/ħ) sets this on-site dipole to zero. Primes denote d/dk.

Since H = R εσ_z R† with R = e^(iθσ_x/2), the band states are |c⟩ = R|↑⟩ and |v⟩ = R|↓⟩. From R†R′ = iθ′σ_x/2,

⟨c|v′⟩ = iθ′/2, ⟨c|c′⟩ = ⟨v|v′⟩ = 0.

In the field the wave vector becomes κ(t) = k + eA(t)/ħ, so dκ/dt = −eE/ħ. Let the state be expanded in the band states at κ(t), with their dynamical phases removed. While the valence amplitude stays near 1, the conduction amplitude b obeys

db/dt = −(dκ/dt) ⟨c|v′⟩ e^(iΦ) = (ie/2ħ) E(t) θ′(κ) e^(iΦ),

Φ(t) = (2/ħ) ∫ ε(κ(t′)) dt′.

Now E appears explicitly, so θ′(κ) and Φ are needed to first order in A:

θ′(κ) ≈ θ′ + (e/ħ) θ″A,

Φ ≈ 2εt/ħ + (2eε′/ħ²) ∫ A dt′.

The drive is therefore

db/dt = (ie/2ħ) e^(2iεt/ħ) [θ′E + (e/ħ) θ″AE + i(2eε′θ′/ħ²) E∫A dt′].

The part of AE at e^(−2iωt) is A_ωE_ω = −iE_ω²/ω. The integral of A has amplitude A_ω/(−iω) = E_ω/ω², so E∫A dt′ contributes E_ω²/ω². The resonant part of the bracket is then

θ′E_2ω − i(e/ħω) θ″E_ω² + i(2e/(ħ²ω²)) ε′θ′E_ω²
 = θ′E_2ω + i(2eK/(ħ²ω²)) E_ω²,

K = ε′θ′ − ½ħωθ″.

Two-photon absorption has two sources here: the field moves the electron to places with a different interband coupling, and it modulates the transition energy.

The transition rate is

Γ_k = (2π/ħ)(e²/4) |θ′E_2ω + i(2eK/(ħ²ω²)) E_ω²|² δ_D(2ε − 2ħω).

Its cross term, including the factor e²/4, is

(e³θ′K/(ħ²ω²)) Re(i E_ω² E_2ω*) = −(e³θ′K/(ħ²ω²)) |E_ω|² |E_2ω| sin δ.

Here θ′ is even, while ε′, θ″ and K are odd. Suppose there is one resonant pair ±k₀, with ε(k₀) = ħω and ε′(k₀) > 0. The delta function gives 1/(2ε′) at each point, and Δ = 2ε′/ħ at k₀. The two points contribute equally to the current, and the minus sign of the electron charge cancels that of the cross term:

η = ge · 2 · (1/2π) · (1/(2ε′)) · (2ε′/ħ) · (2π/ħ) · e³θ′K/(ħ²ω²)
 = (2ge⁴/(ħ⁴ω²)) θ′ (ε′θ′ − ½ħωθ″), evaluated at k₀.

To see that the first derivation gives the same expression, transform the derivatives of H with R:

R†H′R = ε′σ_z + εθ′σ_y.

Differentiating once more, the σ_y part of R†H″R is (2ε′θ′ + εθ″)σ_y. Since ⟨↑|σ_y|↓⟩ = −i,

v_cv = −iεθ′/ħ, w_cv = −i(2ε′θ′ + εθ″)/ħ².

The intermediate state n = v has denominator ħω, and n = c has −ħω. With ε = ħω,

T_cv = ½w_cv − Δv_cv/(ħω)
 = −i[ε′θ′ + ½εθ″ − 2ε′θ′]/ħ² = iK/ħ².

As v_vc = iεθ′/ħ = iωθ′, this gives X = −ωθ′K/ħ². Inserted in the general formula for η, it reproduces the chain result, sign and factor included.

**Band edge and balance of the two paths**

Near the gap, assumed to lie at k = 0, ε ≈ E_g/2 + ½ε″(0)k². Resonance then gives

k₀ = [(2ħω − E_g)/ε″(0)]^(1/2).

Because K is odd, K ≈ k₀[ε″(0)θ′(0) − ¼E_gθ‴(0)]. If the bracket and θ′(0) are non-zero, η grows from threshold as (2ħω − E_g)^(1/2). This power belongs to the one-dimensional chain.

The separate carrier rates per unit length follow from the same delta function:

r₁ = g|W₁|²/(ħε′), r₂ = g|W₂|²/(ħε′),

|W₁| = ½e|θ′||E_2ω|, |W₂| = e²|K||E_ω|²/(ħ²ω²).

For θ′K > 0, the rates at ±k₀ are proportional to |W₁|² + |W₂|² ∓ 2|W₁||W₂| sin δ. Their difference gives the largest injection rate,

(dJ/dt)_max = 2eΔ√(r₁r₂).

At r₁ = r₂ and δ = 90°, one side receives no carriers under steady fields: the paths cancel at +k₀ and add at −k₀. At −k₀ the velocity difference v_cc − v_vv is negative, so the current, which carries the factor −e, is positive.

**A worked chain**

Take lattice constant a = 0.50 nm and

ε cos θ = 0.75 eV + (1.0 eV)(1 − cos ka),
ε sin θ = (0.8 eV) sin ka.

The gap is 1.50 eV. Choose ħω = 1.00 eV and |E_ω| = 3.00×10⁷ V/m, so e|E_ω|a = 0.0150 eV. Solving ε(k₀) = ħω numerically gives k₀a = 0.563, where

ε′/a = 0.771 eV, θ′/a = 0.384, θ″/a² = −1.340.

Hence

K/a² = 0.771 × 0.384 eV + ½ × 1.340 eV = 0.966 eV.

The two-photon coupling is |W₂| = (0.0150)² × 0.966 eV = 2.17×10⁻⁴ eV. Setting |W₁| equal to it requires

e|E_2ω|a = 2 × 2.17×10⁻⁴ eV / 0.384 = 1.13×10⁻³ eV,

or |E_2ω| = 2.26×10⁶ V/m. The second harmonic needs the smaller amplitude because its path is of first order in the field.

Each colour alone then creates 3.72×10⁻⁷ carriers per nm and fs. With Δ = 1.17 nm/fs,

(dJ/dt)_max = 2e × 1.17 × 3.72×10⁻⁷ fs⁻² = 0.140 nA/fs.

Correspondingly η = 6.86×10⁻¹⁷ A s⁻¹ (V/m)⁻³ for one chain.

For a pulse, let both amplitudes of A be multiplied by exp(−t²/(2τ²)), with τ = 40 fs. The product of three envelopes has area τ(2π/3)^(1/2) = 57.9 fs, so the formula gives 0.1398 × 57.9 = 8.09 nA at δ = 90°. The time-dependent Schrödinger equation, stepped in time at 600 wave vectors without expansion in the field, gives 8.07 nA with a midpoint step of 0.06 fs and 8.08 nA with 0.03 fs; converged in the time step, the value is 8.085 nA. At 30° the converged value is 4.04 nA, half as much, and at 210° it is −4.04 nA. The sine amplitude lies 0.06% below the formula's 8.090 nA. With |E_ω| reduced by a factor 0.3 and |E_2ω| by 0.09, it lies 0.04% above the formula at τ = 40 fs and 0.01% above at τ = 80 fs. Higher orders in the field therefore lower the current by about 0.1%, and the finite pulse length raises it slightly.

At 90° the pulse puts 97.8% of the carriers at k < 0, not all of them. The one-photon rate follows the squared envelope and the two-photon rate its fourth power, so rates balanced at the peak are unbalanced in the wings.

The same pulse also shows the role of each symmetry. A constant term 0.30 eV × σ_x breaks inversion but keeps time reversal. The current remains a sine to the printed accuracy, while the density acquires a cosine of amplitude 22% of its mean. The term 0.30 eV × sin(2ka) σ_x instead breaks time reversal and keeps inversion. The density is then independent of phase, but the current contains a cosine 0.40 times as large as its sine. Its phase curve is shifted by arctan 0.40, about 22°.

**What each derivation assumes**

Both derivations assume independent electrons, weak fields, an almost full valence band and a resonance resolved in energy. Both also let the field enter only through H(k + eA/ħ). In a model with few orbitals this leaves out dipoles between orbitals on the same site, which can change η substantially and should be added when they are not small. Neither includes scattering, which makes the current decay, or electron-hole attraction, which can give the two paths different phases and so shift the sine. Both are incomplete when ħω itself exceeds the gap. One-photon absorption at ω then sets in and interferes with a second path to the same states, absorption at 2ω combined with emission at ω. This adds a current of the same order in the fields, which η does not contain.

The first derivation allows any number of bands and dimensions, and it shows which symmetry removes which term. Its price is a complete set of intermediate states within the chosen Hamiltonian, together with w. In the worked chain, dropping w_cv would leave 2ε′θ′/a² = 0.592 eV in place of K/a² = 0.966 eV, and η would be too small by 39%.

The second derivation needs no sum over intermediate states and no w, because the motion of κ through θ′(κ) and ε(κ) contains their effect. In the form used here it is restricted to two bands whose Hamiltonian has no σ_x part, which is how inversion and time reversal enter. Further bands would bring further couplings, and a σ_x part would in general bring geometric phases that a single angle θ cannot describe.

Numbers in the example were calculated in double precision.
